# Magnus terms, symmetric cycles and convergence in magic-angle spinning

## The decision

A calculation that replaces a periodic spin Hamiltonian by an average one has to settle how many correction terms to compute and whether the series of corrections converges at the chosen spinning rate. Two properties of the cycle help to settle this. If the Hamiltonian is symmetric about the middle of the cycle, every odd-numbered correction is zero and the first one to compute is the second. If the time integral of the norm of the Hamiltonian over one cycle is below $\pi$, the series converges.

Both properties can be checked before any commutator is evaluated. If the integral is $\pi$ or more, the series may still converge, but this criterion gives no assurance. The safe course is then to compute the propagator of the cycle numerically and use it directly.

## Conventions

The Hamiltonian $H(t)$ is divided by $\hbar$ and measured in rad/s. It is a finite Hermitian matrix, bounded and piecewise continuous on $0\le t\le T$. The propagator obeys

$$\frac{dU}{dt}=-iH(t)U(t),\qquad U(0)=1,$$

and the average Hamiltonian $\bar H$ is defined by

$$U(T)=e^{-iT\bar H},\qquad \bar H=\bar H^{(0)}+\bar H^{(1)}+\bar H^{(2)}+\dots$$

The term $\bar H^{(k)}$ contains $k+1$ factors of $H$. "Odd" refers to this $k$, which counts from zero.

If radiofrequency pulses have been removed by a toggling frame, $H(t)$ is the Hamiltonian in that frame. The pulses alone must then return to $\pm1$ at time $T$, so that $U(T)$ describes the full cycle up to a sign. The symmetry discussed below is required of the toggling-frame Hamiltonian, not just of the pulse amplitudes.

## The first three terms

Multiply $H$ by a number $\varepsilon$ that counts its powers, and write $A(t)=-iH(t)$. Repeated integration of the equation of motion gives

$$U_\varepsilon(T)=1+\varepsilon P_1+\varepsilon^2P_2+\varepsilon^3P_3+\dots,$$

where $P_n$ is the integral of $A(t_1)A(t_2)\cdots A(t_n)$ over $T>t_1>t_2>\dots>t_n>0$. For small $\varepsilon$ the logarithm is given by $\log(1+X)=X-X^2/2+X^3/3-\dots$. Collecting powers, with the order of the factors kept, gives $\log U_\varepsilon(T)=\varepsilon\Omega_1+\varepsilon^2\Omega_2+\dots$ with

$$\Omega_1=P_1,\qquad \Omega_2=P_2-\tfrac12P_1^2,$$
$$\Omega_3=P_3-\tfrac12(P_1P_2+P_2P_1)+\tfrac13P_1^3.$$

To combine these products, split every integral according to the order of its times. Let $(ab)$ and $(abc)$ denote the integrals of $A(t_a)A(t_b)$ and $A(t_a)A(t_b)A(t_c)$ over the ordered region $t_1>t_2>t_3$. At second order $P_2=(12)$ and $P_1^2=(12)+(21)$, so

$$\Omega_2=\tfrac12\left[(12)-(21)\right]=\tfrac12\int_0^T\!dt_1\int_0^{t_1}\!dt_2\,[A(t_1),A(t_2)].$$

At third order, the single factor in $P_1P_2$ may carry the latest, middle or earliest time, while the other two factors stay ordered. The same holds for $P_2P_1$. Therefore

$$P_3=(123),$$
$$P_1P_2=(123)+(213)+(312),$$
$$P_2P_1=(123)+(132)+(231),$$

and $P_1^3$ is the sum of all six words. The word $(123)$ has total weight $1-\frac12-\frac12+\frac13=\frac13$. The word $(321)$ occurs in $P_1^3$ alone and has weight $\frac13$. Each of the other four has weight $-\frac12+\frac13=-\frac16$. These are the weights produced by nested commutators, because

$$[A_1,[A_2,A_3]]=(123)-(132)-(231)+(321),$$
$$[[A_1,A_2],A_3]=(123)-(213)-(312)+(321),$$

where integration over the ordered region is understood. One sixth of the sum reproduces all six weights:

$$\Omega_3=\tfrac16\int_{t_1>t_2>t_3}\left\{[A_1,[A_2,A_3]]+[[A_1,A_2],A_3]\right\}.$$

Now return to $H$. Since $\Omega_{k+1}=-iT\bar H^{(k)}$, we have $\bar H^{(k)}=(i/T)\Omega_{k+1}$. The factors of $A$ supply $(-i)^{k+1}$, so the prefactors are $i(-i)=1$, $i(-i)^2=-i$ and $i(-i)^3=-1$:

$$\bar H^{(0)}=\frac1T\int_0^TH(t)\,dt,$$

$$\bar H^{(1)}=-\frac{i}{2T}\int_0^T\!dt_1\int_0^{t_1}\!dt_2\,[H_1,H_2],$$

$$\bar H^{(2)}=-\frac1{6T}\int_{t_1>t_2>t_3}\left\{[H_1,[H_2,H_3]]+[[H_1,H_2],H_3]\right\},$$

with $H_j=H(t_j)$. Each term is Hermitian: for small real $\varepsilon$ the propagator is unitary, its logarithm is anti-Hermitian, and so is every coefficient of that logarithm.

### A form for quadrature

The triple integral need not be evaluated on a three-dimensional grid. In both nested commutators, hold the middle time $t$ fixed. The later time then runs from $t$ to $T$ and the earlier one from $0$ to $t$, independently of each other. With

$$G(t)=\int_0^tH(s)\,ds,\qquad F(t)=\int_t^TH(s)\,ds,$$

linearity of the commutator gives

$$\bar H^{(1)}=-\frac{i}{2T}\int_0^T[H,G]\,dt,$$
$$\bar H^{(2)}=-\frac1{6T}\int_0^T\left\{[F,[H,G]]+[[F,H],G]\right\}dt.$$

The numerical check compares these integrals with the expansion coefficients of the logarithm of an integrated propagator. For a random three-level cycle without symmetry the largest difference in $T\bar H^{(k)}$, $k\le2$, is about $10^{-14}$ rad, while the smallest of the three terms has norm 0.017 rad.

## Symmetric cycles

Assume $H(T-t)=H(t)$ and define

$$V(t)=U_\varepsilon(T-t)\,U_\varepsilon(T)^{-1}.$$

At $t=0$ this is the identity. Differentiating $T-t$ contributes a minus sign, so

$$\frac{dV}{dt}=-\left[-i\varepsilon H(T-t)\right]V=+i\varepsilon H(t)V.$$

The last step uses the symmetry. This is the equation of motion with $\varepsilon$ replaced by $-\varepsilon$, and its solution with $V(0)=1$ is unique. Hence $V(t)=U_{-\varepsilon}(t)$. At $t=T$, where $U_\varepsilon(0)=1$,

$$U_{-\varepsilon}(T)=U_\varepsilon(T)^{-1}.$$

Near the identity the logarithm of an inverse is minus the logarithm. Thus $\log U_\varepsilon(T)$ is an odd function of $\varepsilon$, and its even powers vanish:

$$\Omega_2=\Omega_4=\dots=0,\qquad \bar H^{(1)}=\bar H^{(3)}=\dots=0.$$

The proof uses small $\varepsilon$ to identify coefficients. Each coefficient is a fixed integral over the cycle, so its vanishing does not depend on convergence at $\varepsilon=1$. Symmetry removes terms from the series; it does not make a divergent series converge.

## The convergence bound

Let $\|H\|$ be the spectral norm, which for a Hermitian matrix is the largest magnitude of its eigenvalues, and let

$$S=\int_0^T\|H(t)\|\,dt.$$

The claim is that the series converges if $S<\pi$. The proof follows an eigenvector of the propagator and shows that no eigenvalue can reach the negative real axis, where the principal logarithm breaks down.

Let $\varepsilon$ be complex, and let $x$ be a unit vector with $U_\varepsilon(T)x=\lambda x$. The vector $y(t)=U_\varepsilon(t)x$ never vanishes, because $U_\varepsilon(t)$ is invertible. Put $u=y/\|y\|$ and $B=-i\varepsilon H$. From $y'=By$ and $\|y\|'=\mathrm{Re}\langle y,By\rangle/\|y\|$,

$$u'=Bu-u\,\mathrm{Re}\langle u,Bu\rangle.$$

The right side is $Bu$ with its component along $u$ removed, in the real inner product $\mathrm{Re}\langle\cdot,\cdot\rangle$. Therefore $\|u'\|\le\|Bu\|\le|\varepsilon|\,\|H\|$.

Let $a(t)$ be the angle defined by $\cos a=\mathrm{Re}\langle x,u(t)\rangle$, $0\le a\le\pi$. Then $-a'\sin a=\mathrm{Re}\langle x,u'\rangle$. Since $u'$ is orthogonal to $u$, only the part of $x$ orthogonal to $u$ contributes, and that part has length $\sin a$. Hence $|a'|\le\|u'\|$ wherever $0<a<\pi$, and the angle reached from $a(0)=0$ is at most $|\varepsilon|S$. At the end of the cycle $u(T)=(\lambda/|\lambda|)x$, so $a(T)=|\arg\lambda|$ and

$$|\arg\lambda|\le|\varepsilon|S.$$

If $|\varepsilon|<\pi/S$, no eigenvalue is real and negative. None is zero, since $U_\varepsilon(T)$ is invertible. Now consider

$$L(\varepsilon)=\int_0^1(U_\varepsilon-1)\left[1+s(U_\varepsilon-1)\right]^{-1}ds,\qquad U_\varepsilon=U_\varepsilon(T).$$

The inverse fails to exist only if some eigenvalue equals $1-1/s$, which is zero or negative for $0<s\le1$. This is excluded. Moreover $U_\varepsilon$ is analytic for all $\varepsilon$, because $\|P_n\|\le S^n/n!$. So $L$ is analytic throughout the disc $|\varepsilon|<\pi/S$. For small $\varepsilon$, expanding the inverse as a geometric series and integrating over $s$ gives the logarithm series used above. Thus $e^{L}=U_\varepsilon$ near the origin, and by analyticity in the whole disc.

The Taylor series of an analytic function converges in any disc where the function is analytic. Its coefficients here are the $\Omega_n$. If $S<\pi$, the point $\varepsilon=1$ lies inside the disc, and the Magnus series converges to the principal logarithm.

### What the bound does and does not say

The condition is not necessary. If $H$ is constant, all commutators vanish and the series has one term, however large $S$ is.

The bound also becomes pessimistic for a collection of many independent clusters. For $N$ identical clusters that do not interact, the norm is $N$ times that of one cluster. Operators of different clusters commute, so the Magnus terms are sums of cluster terms and converge whenever those of one cluster do. The bound should then be applied to one cluster. A coupled network allows no such reduction, and $S$ grows with the number of spins included: for dipolar-coupled protons on a 2.5 Å grid spinning at 60 kHz, in one orientation, it is about 0.5 rad for three spins, 2.1 for seven and 3.5 for ten. For a proton-rich solid the criterion therefore soon gives no assurance.

The norm also depends on the zero of energy. Subtracting $c(t)$ times the identity from $H(t)$ changes $\bar H^{(0)}$ and no other term, so $\|H(t)\|$ in $S$ may be replaced by half the difference between the largest and smallest eigenvalues.

Nevertheless $\pi$ cannot be replaced by a larger universal number. Take one spin 1/2 in a rotating field,

$$H=\frac{\omega_1}2(\sigma_x\cos\omega t+\sigma_y\sin\omega t),\qquad T=\frac{2\pi}\omega,\quad x=\frac{\omega_1}\omega,$$

where $x$ is now a number. The norm is $\omega_1/2$, so $S=\pi x$. Write $U=e^{-i\omega t\sigma_z/2}W$. The rotation turns the field into a static one, and

$$W'=-i\left(\frac{\omega_1}2\sigma_x-\frac\omega2\sigma_z\right)W,\qquad W(T)=e^{-i\pi(x\sigma_x-\sigma_z)}.$$

Let $q=\sqrt{1+x^2}$ and $N=(x\sigma_x-\sigma_z)/q$, so that $N^2=1$. The rotation contributes $e^{-i\pi\sigma_z}=-1=e^{i\pi N}$. Hence $U(T)=e^{-i\pi(q-1)N}$ and

$$T\bar H=\pi\left(1-\frac1{\sqrt{1+x^2}}\right)(x\sigma_x-\sigma_z).$$

This vanishes at $x=0$, as the Magnus series must. Its expansion in $x$ is the Magnus series, and the singularities at $x=\pm i$ limit the radius of convergence to 1. For $x>1$, which means $S>\pi$, the series diverges, although the closed expression stays finite and still reproduces $U(T)$.

Partial sums show the change. At $x=0.9$ ($S=2.83$ rad) the error in $T\bar H$ after powers 20, 40 and 60 is 0.045, 0.0039 and 0.00039 rad. At $x=1.1$ ($S=3.46$ rad) it is 2.8, 13 and 73 rad.

## Magic-angle spinning

For like spins with secular dipolar couplings,

$$H(t)=\sum_{i<j}b_{ij}P_2(\cos\theta_{ij}(t))K_{ij},\qquad K_{ij}=3I_{iz}I_{jz}-\mathbf I_i\cdot\mathbf I_j,$$

with $P_2(c)=(3c^2-1)/2$ and $b_{ij}=-\mu_0\hbar\gamma^2/(4\pi r_{ij}^3)$. Let an internuclear vector have polar angle $\beta$ and azimuth $\alpha$ relative to the rotor axis. In the rotor frame the field circles at the magic angle $\theta_m$, with $\cos^2\theta_m=1/3$. With $\varphi=\omega_rt-\alpha$,

$$\cos\theta=\sin\theta_m\sin\beta\cos\varphi+\cos\theta_m\cos\beta.$$

Square this, using $\sin^2\theta_m=2/3$, $\sin\theta_m\cos\theta_m=\sqrt2/3$ and $2\cos^2\varphi=1+\cos2\varphi$:

$$\cos^2\theta=\frac13+\frac13\sin^2\beta\cos2\varphi+\frac{\sqrt2}3\sin2\beta\cos\varphi,$$

$$P_2(\cos\theta)=\frac{\sqrt2}2\sin2\beta\cos\varphi+\frac12\sin^2\beta\cos2\varphi.$$

There is no constant part, so $\bar H^{(0)}=0$. Write $H=\sum_mH_me^{im\omega_rt}$ with $m=\pm1,\pm2$. Then

$$G(t)=\sum_nH_n\frac{e^{in\omega_rt}-1}{in\omega_r}.$$

In the average of $[H,G]$, the $-1$ contributes nothing because $H$ averages to zero. The exponential contributes for $n=-m$, with coefficient $-\frac i2\cdot\frac1{-im\omega_r}=\frac1{2m\omega_r}$. The terms $m$ and $-m$ are equal, so

$$\bar H^{(1)}=\frac1{\omega_r}\left([H_1,H_{-1}]+\frac12[H_2,H_{-2}]\right).$$

For a single pair, $H(t)$ is one operator times a function of time. All commutators vanish and so does $\bar H$. With three or more spins, different $K_{ij}$ sharing a spin need not commute, and $\bar H^{(1)}$ is in general present: spinning alone does not make a cycle symmetric.

A sufficient geometric condition is that all internuclear vectors lie in one plane containing the rotor axis. Their azimuths then agree modulo $180^\circ$. If the cycle starts when the field lies in that plane, every coefficient is even in time, and periodicity gives $H(T-t)=H(t)$.

Because $H$ depends on time through $\omega_rt$, a term with $k+1$ factors of $H$ scales as $T^k$, that is, as $\omega_r^{-k}$. A general crystallite thus has a leading residue proportional to $1/\omega_r$; in a symmetric one it is proportional to $1/\omega_r^2$, provided $\bar H^{(2)}\ne0$.

### Choice of starting time

If the cycle starts at $s$ instead of zero, periodicity gives the new propagator $U(s)U(T)U(s)^{-1}$. Hence $\bar H'=U(s)\bar HU(s)^{-1}$: the eigenvalues are unchanged, but the individual terms may differ. For a symmetric spinning cycle, where $\bar H^{(0)}=\bar H^{(1)}=\bar H^{(3)}=0$, inserting $U(s)=1-iG(s)+\dots$ gives

$$\bar H'^{(1)}=0,\qquad \bar H'^{(2)}=\bar H^{(2)},\qquad \bar H'^{(3)}=-i[G(s),\bar H^{(2)}].$$

The commutator has no diagonal elements between eigenvectors of $\bar H^{(2)}$, so this odd term does not shift the levels to first order; it expresses the change of frame. If the series is cut after it, a small second-order shift remains, which higher terms compensate when the series converges.

## Example: three protons at 60 kHz

The model triangle has corners at $(0,0,0)$, $(2.0,0,0)$ and $(0.5,0,2.0)$ Å, with the rotor axis along $z$. The distances are 2.0000, 2.0616 and 2.5000 Å. The first coupling is $b/2\pi=-15.015$ kHz. The others follow from the inverse cube: $-15.015\times(2.0000/2.0616)^3=-13.71$ kHz and $-15.015\times(2.000/2.500)^3=-7.69$ kHz.

In the planar crystallite the triangle lies in the $xz$ plane, which contains the rotor axis. In the tilted one it is turned by $40^\circ$ about $x$. At 60 kHz, $S$ is 0.728 rad and 0.960 rad respectively. Since $S$ is inversely proportional to the spinning rate, convergence is guaranteed above

$$60\times\frac{0.728}\pi=13.9\ \text{kHz},\qquad 60\times\frac{0.960}\pi=18.3\ \text{kHz}.$$

With half the spread of the eigenvalues in place of the norm, these rates drop to 11.3 and 15.8 kHz. All of them refer to the isolated triangle.

The norms below are divided by $2\pi$. They give the largest magnitude among the eigenvalues, not a linewidth.

| Quantity (Hz) | Planar | Tilted |
|---|---:|---:|
| $\bar H^{(1)}$ | 0 | 322.3 |
| $\bar H^{(2)}$ | 14.00 | 75.9 |
| $\bar H^{(3)}$ | 0 | 11.9 |
| $\bar H^{(4)}$ | 0.11 | 1.8 |
| Full $\bar H$ | 13.95 | 326.2 |
| Error after three terms | 0.11 | 11.8 |

Relative to the norm of the full $\bar H$, the error after three terms is $0.1055/13.95=0.8\%$ for the planar crystallite and $11.8/326.2=3.6\%$ for the tilted one. In each case the error is close to the first omitted term: $\bar H^{(4)}$ in the planar case, $\bar H^{(3)}$ in the tilted case. The absolute errors therefore fall as $\omega_r^{-4}$ and $\omega_r^{-3}$. Each omitted term lies two orders above the leading one, so both relative errors fall as $\omega_r^{-2}$; at 120 kHz they are 0.19% and 0.91%. The gap between the two percentages is thus not an effect of order, and it depends on orientation: turning the planar triangle by $30^\circ$ within the $xz$ plane keeps the cycle symmetric and about doubles its relative error.

Between 1000 and 2000 kHz, rates chosen to expose the limiting law and not as experimental settings, the full $\bar H$ falls with exponents 2.000 and 1.001. Starting the planar cycle a tenth of a period later leaves $\bar H^{(1)}$ at zero and produces an $\bar H^{(3)}$ of 1.34 Hz, while the eigenvalues stay the same to numerical precision.

For an implementation, the planar result justifies skipping the odd terms in that orientation, provided the cycle starts when the field lies in the plane of the triangle and every other interaction shares the symmetry. The model is an isolated triangle with dipolar couplings only. A fourth proton at $(1.5,2.5,1.5)$ Å, off the plane, gives an $\bar H^{(1)}$ of 144 Hz, and shift anisotropies of 3 kHz with axes off the plane can give tens of Hz. Isotropic shift differences keep the symmetry, but they make $\bar H^{(0)}\ne0$, and $\bar H^{(1)}$ then no longer stays zero when the starting time is moved. It does not justify skipping them in a powder average, where crystallites such as the tilted one have $\bar H^{(1)}$ as their largest term.

## Computed results

```
Random cycle: S = 1.500 rad
  largest error of three formulas = 1.1e-14 rad
  general cycle, norms of T*H(k), k=0..5 (rad):
    0.635680 0.077045 0.016935 0.001410 0.000301 0.000051
  symmetric cycle, norms of T*H(k), k=0..5 (rad):
    0.695097 0.000000 0.008702 0.000000 0.000127 0.000000
  largest |arg lambda|/(|eps| S) at |eps|=2: 0.413
Rotating field, error of partial sums (rad), powers to 20, 40, 60:
  x = 0.9, S = 2.8274 rad: 0.045 0.00389 0.000387
  x = 1.1, S = 3.4558 rad: 2.76 13.2 72.6
Three protons, positions in planar crystallite (angstrom):
  x, y, z = 0.0 0.0 0.0
  x, y, z = 2.0 0.0 0.0
  x, y, z = 0.5 0.0 2.0
Tilt of second crystallite about x = 40 degrees
Magic angle = 54.7356 degrees
  pair 12: r = 2.0000 angstrom, b/2pi = -15.015 kHz
  pair 13: r = 2.0616 angstrom, b/2pi = -13.710 kHz
  pair 23: r = 2.5000 angstrom, b/2pi = -7.688 kHz
Spinning rate = 60 kHz, period = 16.667 microseconds
Crystallite planar: S = 0.7279 rad
  convergence guaranteed above 13.90 kHz
  norms of H(k)/2pi, k=0..5 (Hz):
    0.0000 0.0000 14.0042 0.0000 0.1062 0.0000
  norm of full Hbar/2pi = 13.9503 Hz
  error after H(0)+H(1)+H(2) = 0.1055 Hz
  decay exponent, 1000 to 2000 kHz = 2.0000
Crystallite tilted: S = 0.9598 rad
  convergence guaranteed above 18.33 kHz
  norms of H(k)/2pi, k=0..5 (Hz):
    0.0000 322.3192 75.9176 11.8796 1.8028 0.2454
  norm of full Hbar/2pi = 326.2111 Hz
  error after H(0)+H(1)+H(2) = 11.7870 Hz
  decay exponent, 1000 to 2000 kHz = 1.0007
Planar cycle started 0.1 period later:
  norm of H(1)/2pi = 0.0000 Hz
  norm of H(3)/2pi = 1.3410 Hz
  largest change of eigenvalues of Hbar/2pi = 1.1e-12 Hz
```
